# Reflected-Light Loss from a Thin Carbon Film on a Mirror: verification in Python

```python
"""Reflected-light loss from a thin absorbing carbon film on a mirror.

Result under test: relative loss L = 1 - exp(-2*alpha*d), normal incidence,
with interference and reflection at the film surfaces ignored.
alpha: intensity absorption coefficient; d: film thickness;
R0: clean mirror reflectance; wavelength: vacuum wavelength.
Lengths are in nm inside the program. Complex index is n + i*k.
"""
import numpy as np
from scipy.integrate import solve_ivp

alpha_per_um = 6.5
alpha = alpha_per_um / 1000.0
d = 2.0
R0 = 0.65
wavelength = 13.5
k0 = 2 * np.pi / wavelength
n_carbon = 0.962                      # rough typical value
k_carbon = alpha * wavelength / (4 * np.pi)
N_carbon = n_carbon + 1j * k_carbon


def loss_formula(thickness):
    return 1 - np.exp(-2 * alpha * thickness)


def add_layer(Y, N, thickness):
    """Carry surface admittance Y from the lower to the upper face."""
    r = (N - Y) / (N + Y) * np.exp(2j * k0 * N * thickness)
    return N * (1 - r) / (1 + r)


def reflectance(Y):
    return np.abs((1 - Y) / (1 + Y)) ** 2


# Integrate absorption along the folded path, with a mirror in the middle.
def travel(intensity):
    sol = solve_ivp(lambda s, I: -alpha * I, (0, d), [intensity],
                    rtol=1e-10, atol=1e-13)
    return sol.y[0, -1]


reflected = travel(R0 * travel(1.0))
loss_integrated = 1 - reflected / R0
loss = loss_formula(d)
assert abs(loss_integrated - loss) < 1e-8

# The linear estimate errs on the high side by less than x^2/2.
x = 2 * alpha * d
assert 0 < x - loss < x**2 / 2

# Full wave optics for all phases of the mirror's reflection coefficient.
phases = 2 * np.pi * (np.arange(3600) + 0.5) / 3600
mirror_r = np.sqrt(R0) * np.exp(1j * phases)
mirror_Y = (1 - mirror_r) / (1 + mirror_r)


def wave_losses(thickness):
    return 1 - reflectance(add_layer(mirror_Y, N_carbon, thickness)) / R0


# Ray and wave absorption differ relatively by order 1-n, hence tolerance.
for thickness in (1.0, 2.0, 4.0):
    expected = loss_formula(thickness)
    averaged = np.mean(wave_losses(thickness))
    assert abs(averaged - expected) < 2 * (1 - n_carbon) * expected

losses_by_phase = wave_losses(d)
mean_loss = losses_by_phase.mean()
low_loss, high_loss = losses_by_phase.min(), losses_by_phase.max()
half_range = (high_loss - low_loss) / 2
assert half_range > loss              # interference is not a small effect

# Ideal Mo/Si multilayer, rough typical optical constants at 13.5 nm.
N_Mo = 0.923 + 0.0064j
N_Si = 0.999 + 0.0018j
pairs = 40
Mo_fraction = 0.4


def stack_layers(period, top):
    """Layers listed from the substrate upward."""
    Mo = (N_Mo, Mo_fraction * period)
    Si = (N_Si, (1 - Mo_fraction) * period)
    return ([Mo, Si] if top == "Si" else [Si, Mo]) * pairs


def stack_Y(layers):
    Y = N_Si
    for N, thickness in layers:
        Y = add_layer(Y, N, thickness)
    return Y


periods = np.linspace(6.6, 7.3, 141)
clean_scan = [reflectance(stack_Y(stack_layers(p, "Si"))) for p in periods]
best = int(np.argmax(clean_scan))
assert 0 < best < len(periods) - 1    # maximum lies inside the scan
period = periods[best]


def matrix_reflectance(layers):
    """Separate calculation with total fields E and H."""
    fields = np.array([1.0, N_Si], dtype=complex)
    for N, thickness in layers:
        q = k0 * N * thickness
        M = np.array([[np.cos(q), -1j * np.sin(q) / N],
                      [-1j * N * np.sin(q), np.cos(q)]])
        fields = M @ fields
    E, H = fields
    return abs((E - H) / (E + H)) ** 2


stack_results = {}
for top in ("Si", "Mo"):
    layers = stack_layers(period, top)
    coated = layers + [(N_carbon, d)]
    R_clean = reflectance(stack_Y(layers))
    R_coated = reflectance(stack_Y(coated))
    assert abs(R_clean - matrix_reflectance(layers)) < 1e-9
    assert abs(R_coated - matrix_reflectance(coated)) < 1e-9
    stack_results[top] = (R_clean, R_coated, 1 - R_coated / R_clean)

surface_R = abs((1 - N_carbon) / (1 + N_carbon)) ** 2
angle_deg = 6.0
sin_inside = np.sin(np.radians(angle_deg)) / n_carbon
loss_oblique = loss_formula(d / np.sqrt(1 - sin_inside**2))

print(f"Absorption coefficient: {alpha_per_um:.1f} per um")
print(f"Carbon thickness: {d:.1f} nm = {d/1000:.3f} um")
print(f"Clean mirror reflectance (chosen): {R0:.2f}")
print(f"Wavelength: {wavelength:.1f} nm")
print(f"One-pass exponent alpha*d: {alpha*d:.4f}")
print(f"Two-pass exponent 2*alpha*d: {x:.4f}")
print(f"One-pass transmission: {np.exp(-alpha*d):.5f}")
print(f"Two-pass transmission: {np.exp(-x):.5f}")
print(f"Relative loss: {loss:.5f} = {100*loss:.2f} percent")
print(f"Loss from numerical integration: {100*loss_integrated:.4f} percent")
print(f"Linear estimate: {100*x:.2f} percent")
print(f"Linear estimate minus loss: {100*(x-loss):.4f} percentage points")
print(f"Bound on that error: {100*x**2/2:.4f} percentage points")
print(f"One-pass loss (common mistake): {100*(1-np.exp(-alpha*d)):.2f} percent")
print(f"Contaminated reflectance: {R0*(1-loss):.4f}")
print(f"Absolute reflectance loss: {100*R0*loss:.2f} percentage points")
print(f"Carbon index n (rough): {n_carbon:.3f}")
print(f"Carbon index k (from alpha): {k_carbon:.5f}")
print(f"Vacuum-carbon surface reflectance: {100*surface_R:.3f} percent")
print(f"Relative loss at {angle_deg:.0f} degrees: {100*loss_oblique:.3f} percent")
print(f"Wave loss, mean over mirror phase: {100*mean_loss:.2f} percent")
print(f"Wave loss, lowest over phase: {100*low_loss:.2f} percent")
print(f"Wave loss, highest over phase: {100*high_loss:.2f} percent")
print(f"Half-range due to interference: {100*half_range:.2f} percent")
print(f"Mo index (rough): {N_Mo.real:.3f} + {N_Mo.imag:.4f}i")
print(f"Si index (rough): {N_Si.real:.3f} + {N_Si.imag:.4f}i")
print(f"Mo/Si pairs: {pairs}, Mo fraction of period: {Mo_fraction:.1f}")
print(f"Mo/Si period from scan: {period:.3f} nm")
for top, (R_clean, R_coated, stack_loss) in stack_results.items():
    print(f"{top} on top, clean reflectance: {R_clean:.4f}")
    print(f"{top} on top, reflectance with carbon: {R_coated:.4f}")
    print(f"{top} on top, relative loss: {100*stack_loss:.2f} percent")
print("PASS")
```

It prints:

```
Absorption coefficient: 6.5 per um
Carbon thickness: 2.0 nm = 0.002 um
Clean mirror reflectance (chosen): 0.65
Wavelength: 13.5 nm
One-pass exponent alpha*d: 0.0130
Two-pass exponent 2*alpha*d: 0.0260
One-pass transmission: 0.98708
Two-pass transmission: 0.97434
Relative loss: 0.02566 = 2.57 percent
Loss from numerical integration: 2.5665 percent
Linear estimate: 2.60 percent
Linear estimate minus loss: 0.0335 percentage points
Bound on that error: 0.0338 percentage points
One-pass loss (common mistake): 1.29 percent
Contaminated reflectance: 0.6333
Absolute reflectance loss: 1.67 percentage points
Carbon index n (rough): 0.962
Carbon index k (from alpha): 0.00698
Vacuum-carbon surface reflectance: 0.039 percent
Relative loss at 6 degrees: 2.582 percent
Wave loss, mean over mirror phase: 2.48 percent
Wave loss, lowest over phase: -0.90 percent
Wave loss, highest over phase: 5.97 percent
Half-range due to interference: 3.43 percent
Mo index (rough): 0.923 + 0.0064i
Si index (rough): 0.999 + 0.0018i
Mo/Si pairs: 40, Mo fraction of period: 0.4
Mo/Si period from scan: 6.910 nm
Si on top, clean reflectance: 0.7346
Si on top, reflectance with carbon: 0.7368
Si on top, relative loss: -0.29 percent
Mo on top, clean reflectance: 0.7471
Mo on top, reflectance with carbon: 0.7104
Mo on top, relative loss: 4.92 percent
PASS
```
